# Binding a second electron to an isotropic donor with two exponentials: a numerical check

```python
# Result under test: for an isotropic donor holding two electrons (D-), the
# singlet trial function exp(-a r1 - b r2) + exp(-b r1 - a r2) has the energy
# E(x) = -w^2/(4 t n), x = b/a, after optimization of the overall scale, and
# its minimum lies below -1/2, the energy of a neutral donor + free electron.
# Symbols: a, b inverse decay lengths; n, t, w reduced norm, kinetic energy and
# minus the potential energy; sign = +1 singlet, 0 plain product, -1 triplet.
# Scaled Hartree units: Ha* = E_h m/eps^2, length a* = a0 eps/m.
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar


def repulsion_integral(p, q):
    """Integral of exp(-p r1 - q r2)/r12 over both electrons."""
    return 32*np.pi**2*(p*p + 3*p*q + q*q)/(p*p*q*q*(p + q)**3)


def formula_parts(a, b, sign):
    """Kinetic, attraction and repulsion energies from closed integrals."""
    s = a + b
    saa, sbb, sab = np.pi/a**3, np.pi/b**3, 8*np.pi/s**3
    norm = saa*sbb + sign*sab**2
    kin = (np.pi/(2*a)*sbb + np.pi/(2*b)*saa
           + 2*sign*4*np.pi*a*b/s**3*sab)
    att = -(np.pi/a**2*sbb + np.pi/b**2*saa + 2*sign*4*np.pi/s**2*sab)
    rep = repulsion_integral(2*a, 2*b) + sign*repulsion_integral(s, s)
    return np.array([kin, att, rep])/norm


def reduced_terms(x, sign):
    s = 1 + x
    n = 1 + sign*64*x**3/s**6
    t = (1 + x**2)/2 + sign*64*x**4/s**6
    w = 1 + x - x*(1 + 3*x + x**2)/s**3 + sign*44*x**3/s**5
    return n, t, w


def reduced_energy(x, sign=1):
    n, t, w = reduced_terms(x, sign)
    return -w**2/(4*t*n)


# Quadrature from the definition: volume element r1 r2 r12 dr1 dr2 dr12,
# with the smaller radius written as a fraction of the larger one.
def gauss(count, upper):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    return upper*(nodes + 1)/2, upper*weights/2


big, big_w = gauss(120, 70.0)
frac, frac_w = gauss(80, 1.0)
ang, ang_w = gauss(3, 1.0)
R1 = big[:, None] + 0*frac[None, :]
R2 = big[:, None]*frac[None, :]
BASE = big_w[:, None]*frac_w[None, :]*R1*R1*R2
R12 = (R1 - R2)[:, :, None] + 2*R2[:, :, None]*ang
STEP12 = 2*R2[:, :, None]*ang_w
VOLUME = BASE*np.sum(STEP12*R12, axis=2)
VOLUME_OVER_R12 = BASE*np.sum(STEP12*R12/R12, axis=2)


def quadrature_parts(a, b, sign):
    def psi(p, q):
        return np.exp(-a*p - b*q) + sign*np.exp(-b*p - a*q)
    h = 1e-4
    norm = kin = att = rep = 0.0
    for p, q in ((R1, R2), (R2, R1)):
        density = psi(p, q)**2
        dp = (psi(p + h, q) - psi(p - h, q))/(2*h)
        dq = (psi(p, q + h) - psi(p, q - h))/(2*h)
        norm += np.sum(VOLUME*density)
        kin += np.sum(VOLUME*(dp**2 + dq**2))/2
        att -= np.sum(VOLUME*density*(1/p + 1/q))
        rep += np.sum(VOLUME_OVER_R12*density)
    return np.array([kin, att, rep])/norm


for a_test, b_test in ((1.0, 0.3), (1.2, 0.5), (0.8, 0.6)):
    for sign in (1, 0, -1):
        exact = formula_parts(a_test, b_test, sign)
        direct = quadrature_parts(a_test, b_test, sign)
        assert np.allclose(exact, direct, atol=1e-6, rtol=0)
        n, t, w = reduced_terms(b_test/a_test, sign)
        assert abs((a_test**2*t - a_test*w)/n - direct.sum()) < 1e-6

# Minimum from the one-variable formula, and from direct quadrature in a, b.
grid = np.linspace(0.001, 1.0, 2000)
x_start = grid[np.argmin(reduced_energy(grid))]
best = minimize_scalar(reduced_energy, bounds=(x_start - 0.01, x_start + 0.01),
                       method="bounded", options={"xatol": 1e-10})
x_best, e_best = best.x, best.fun
n_best, t_best, w_best = reduced_terms(x_best, 1)
a_best = w_best/(2*t_best)
b_best = x_best*a_best
direct_min = minimize(lambda v: quadrature_parts(v[0], v[1], 1).sum(),
                      [1.0, 0.4], method="Nelder-Mead",
                      options={"xatol": 1e-5, "fatol": 1e-10})
assert abs(direct_min.fun - e_best) < 1e-7
assert np.allclose(direct_min.x, [a_best, b_best], atol=1e-3)
kin, att, rep = quadrature_parts(a_best, b_best, 1)
assert abs(2*kin + att + rep) < 1e-6
assert e_best < -0.5
assert abs(reduced_energy(1.0) + (11/16)**2) < 1e-12

# Role of the overlap terms: exact product identity, small-x series, triplet.
X = sp.symbols("x", positive=True)
product_gap = reduced_energy(X, 0) + sp.Rational(1, 2)
claimed = (X**2 + 2*X**3 + X**4 + 2*X**5 + X**6)/(2*(1 + X**2)*(1 + X)**6)
assert sp.cancel(sp.together(product_gap - claimed)) == 0
singlet_gap = sp.cancel(sp.together(reduced_energy(X, 1) + sp.Rational(1, 2)))
series = sp.series(singlet_gap, X, 0, 4).removeO()
c2, c3 = series.coeff(X, 2), series.coeff(X, 3)
assert sp.expand(series - (X**2/2 - 14*X**3)) == 0
triplet_scan = reduced_energy(np.linspace(0.001, 0.95, 1500), -1)
assert triplet_scan.min() > -0.5
x_low = brentq(lambda x: reduced_energy(x) + 0.5, 0.01, x_best)
x_high = brentq(lambda x: reduced_energy(x) + 0.5, x_best, 1.0)
inside = (grid > x_low) & (grid < x_high)
assert np.all((reduced_energy(grid) < -0.5) == inside)


# Many symmetrized exponential pairs: estimate of the s-wave limit.
def s_wave_energy(first, last):
    z = b_best*np.sqrt(a_best/b_best)**np.arange(first, last + 1)
    c = np.sqrt(z**3/np.pi)
    s = z[:, None] + z[None, :]
    cc = c[:, None]*c[None, :]
    over = cc*8*np.pi/s**3
    one = cc*(4*np.pi*z[:, None]*z[None, :]/s**3 - 4*np.pi/s**2)
    two = (cc[:, :, None, None]*cc[None, None, :, :]
           * repulsion_integral(s[:, :, None, None], s[None, None, :, :]))
    i, j = np.triu_indices(len(z))
    I, J, K, L = i[:, None], j[:, None], i[None, :], j[None, :]

    def block(k, l):
        ham = one[I, k]*over[J, l] + over[I, k]*one[J, l] + two[I, k, J, l]
        return ham, over[I, k]*over[J, l]
    h1, s1 = block(K, L)
    h2, s2 = block(L, K)
    ham, metric = h1 + h2, s1 + s2
    pair = np.where((i == -first) & (j == 2 - first))[0][0]
    assert abs(ham[pair, pair]/metric[pair, pair] - e_best) < 1e-10
    return eigh(ham, metric, eigvals_only=True)[0]


e_s_small = s_wave_energy(-1, 5)
e_s = s_wave_energy(-1, 6)
assert e_s <= e_s_small + 1e-9 and e_s < e_best
assert abs(e_s - e_s_small) < 1e-4


# Hylleraas expansion exp(-k s) s^l t^m u^n, m even, with s = r1 + r2,
# t = r2 - r1, u = r12: reference that contains the interelectronic distance.
def hylleraas_energy(order):
    basis = [(l, m, n) for l in range(order + 1)
             for m in range(0, order + 1, 2) for n in range(order + 1)
             if l + m + n <= order]

    def integral(left, right, weight):
        total = 0.0
        for c1, p1 in left:
            for c2_, p2 in right:
                for c3_, p3 in weight:
                    l, m, n = (u + v + w for u, v, w in zip(p1, p2, p3))
                    total += (c1*c2_*c3_*math.factorial(l + m + n + 2)
                              / ((m + 1)*(m + n + 2)*2.0**(l + m + n + 3)))
        return total

    def derivatives(l, m, n):
        ds = [(-1, (l, m, n))] + ([(l, (l - 1, m, n))] if l else [])
        dt = [(m, (l, m - 1, n))] if m else []
        du = [(n, (l, m, n - 1))] if n else []
        return ds, dt, du
    vol = [(1, (2, 0, 1)), (-1, (0, 2, 1))]
    cross_s = [(1, (1, 0, 2)), (-1, (1, 2, 0))]
    cross_t = [(1, (2, 1, 0)), (-1, (0, 1, 2))]
    pot = [(-4, (1, 0, 1)), (1, (2, 0, 0)), (-1, (0, 2, 0))]
    size = len(basis)
    metric, kinetic, potential = (np.zeros((size, size)) for _ in range(3))
    for i in range(size):
        si, ti, ui = derivatives(*basis[i])
        for j in range(i + 1):
            sj, tj, uj = derivatives(*basis[j])
            fi, fj = [(1, basis[i])], [(1, basis[j])]
            metric[i, j] = metric[j, i] = integral(fi, fj, vol)
            potential[i, j] = potential[j, i] = integral(fi, fj, pot)
            value = sum(integral(p, q, vol)
                        for p, q in ((si, sj), (ti, tj), (ui, uj)))
            value += integral(ui, sj, cross_s) + integral(si, uj, cross_s)
            value += integral(ui, tj, cross_t) + integral(ti, uj, cross_t)
            kinetic[i, j] = kinetic[j, i] = value
    scale = 1/np.sqrt(np.diag(metric))
    metric, kinetic, potential = (scale[:, None]*mat*scale[None, :]
                                  for mat in (metric, kinetic, potential))
    found = minimize_scalar(
        lambda k: eigh(k*k*kinetic + k*potential, metric,
                       eigvals_only=True)[0],
        bounds=(0.3, 1.3), method="bounded", options={"xatol": 1e-6})
    return found.fun, size


e_zero, _ = hylleraas_energy(0)
assert abs(e_zero + (11/16)**2) < 1e-9
e_h4, size4 = hylleraas_energy(4)
e_h5, size5 = hylleraas_energy(5)
assert e_h5 <= e_h4 + 1e-9 and abs(e_h5 - e_h4) < 5e-4
assert e_h5 < e_s

# Worked example with round model parameters.
mass, eps = 0.3, 12.0
hartree_mev = const.physical_constants["Hartree energy in eV"][0]*1000
bohr_nm = const.physical_constants["Bohr radius"][0]*1e9
unit_mev = hartree_mev*mass/eps**2
unit_nm = bohr_nm*eps/mass
binding = -0.5 - e_best
binding_ref = -0.5 - e_h5
binding_s = -0.5 - e_s
kelvin = binding*unit_mev*1e-3*const.e/const.k

print(f"optimal ratio x = b/a: {x_best:.5f}")
print(f"reduced norm n at optimum: {n_best:.5f}")
print(f"reduced kinetic t at optimum: {t_best:.5f}")
print(f"reduced potential w at optimum: {w_best:.5f}")
print(f"optimal a: {a_best:.5f} 1/a*")
print(f"optimal b: {b_best:.5f} 1/a*")
print(f"inner decay length 1/a: {1/a_best:.3f} a*")
print(f"outer decay length 1/b: {1/b_best:.3f} a*")
print(f"kinetic energy: {kin:.5f} Ha*")
print(f"attraction energy: {att:.5f} Ha*")
print(f"repulsion energy: {rep:.5f} Ha*")
print(f"minimum energy, formula: {e_best:.6f} Ha*")
print(f"minimum energy, quadrature: {direct_min.fun:.6f} Ha*")
print(f"binding of second electron: {binding:.6f} Ha*")
print(f"energy with equal exponents: {reduced_energy(1.0):.6f} Ha*")
print(f"product energy at optimal x: {reduced_energy(x_best, 0):.6f} Ha*")
print(f"triplet energy at optimal x: {reduced_energy(x_best, -1):.6f} Ha*")
print(f"small-x series of E+1/2: ({c2}) x^2 + ({c3}) x^3 Ha*")
print(f"binding window in x: {x_low:.4f} to {x_high:.4f}")
print(f"s-wave energy, 7 exponents: {e_s_small:.6f} Ha*")
print(f"s-wave energy, 8 exponents: {e_s:.6f} Ha*")
print(f"s-wave binding, 8 exponents: {binding_s:.5f} Ha*")
print(f"Hylleraas energy, {size4} terms: {e_h4:.6f} Ha*")
print(f"Hylleraas energy, {size5} terms: {e_h5:.6f} Ha*")
print(f"Hylleraas binding, {size5} terms: {binding_ref:.5f} Ha*")
print(f"two-exponential / Hylleraas binding: {binding/binding_ref:.3f}")
print(f"missing radial part: {e_best - e_s:.5f} Ha*")
print(f"missing angular part: {e_s - e_h5:.5f} Ha*")
print(f"on-site repulsion U, upper bound: {e_best + 1:.5f} Ha*")
print(f"model mass: {mass} m_e; dielectric constant: {eps}")
print(f"energy unit Ha*: {unit_mev:.3f} meV")
print(f"length unit a*: {unit_nm:.3f} nm")
print(f"neutral donor binding: {0.5*unit_mev:.2f} meV")
print(f"D- binding, two exponentials: {binding*unit_mev:.3f} meV")
print(f"D- binding as temperature: {kelvin:.2f} K")
print(f"D- binding, Hylleraas: {binding_ref*unit_mev:.2f} meV")
print(f"outer decay length 1/b: {unit_nm/b_best:.2f} nm")
print(f"on-site repulsion U: {(e_best + 1)*unit_mev:.2f} meV")
print("verified")
```

It prints:

```
optimal ratio x = b/a: 0.27253
reduced norm n at optimum: 1.30508
reduced kinetic t at optimum: 0.62028
reduced potential w at optimum: 1.28923
optimal a: 1.03923 1/a*
optimal b: 0.28322 1/a*
inner decay length 1/a: 0.962 a*
outer decay length 1/b: 3.531 a*
kinetic energy: 0.51330 Ha*
attraction energy: -1.32245 Ha*
repulsion energy: 0.29585 Ha*
minimum energy, formula: -0.513303 Ha*
minimum energy, quadrature: -0.513303 Ha*
binding of second electron: 0.013303 Ha*
energy with equal exponents: -0.472656 Ha*
product energy at optimal x: -0.486443 Ha*
triplet energy at optimal x: -0.452202 Ha*
small-x series of E+1/2: (1/2) x^2 + (-14) x^3 Ha*
binding window in x: 0.0501 to 0.4665
s-wave energy, 7 exponents: -0.514449 Ha*
s-wave energy, 8 exponents: -0.514459 Ha*
s-wave binding, 8 exponents: 0.01446 Ha*
Hylleraas energy, 22 terms: -0.527670 Ha*
Hylleraas energy, 34 terms: -0.527707 Ha*
Hylleraas binding, 34 terms: 0.02771 Ha*
two-exponential / Hylleraas binding: 0.480
missing radial part: 0.00116 Ha*
missing angular part: 0.01325 Ha*
on-site repulsion U, upper bound: 0.48670 Ha*
model mass: 0.3 m_e; dielectric constant: 12.0
energy unit Ha*: 56.690 meV
length unit a*: 2.117 nm
neutral donor binding: 28.35 meV
D- binding, two exponentials: 0.754 meV
D- binding as temperature: 8.75 K
D- binding, Hylleraas: 1.57 meV
outer decay length 1/b: 7.47 nm
on-site repulsion U: 27.59 meV
verified
```
